# Kosterlitz–Thouless flow and umklapp gaps in half-filled chains

**Q.** Umklapp scattering is allowed in any half-filled chain, yet free fermions on a chain are metallic and some interacting chains stay so. What decides whether umklapp matters?

**A.** How fast its correlations decay with distance, so the operator has to be identified first. Take $\hbar=1$ and lattice spacing 1. Umklapp moves two particles from one Fermi point to the other. The momentum transfer $4k_F$ equals $2\pi$ at half filling, so the term has no oscillating phase. At other fillings it oscillates and averages out at weak coupling.

Let the smooth density be $-\partial_x\phi/\pi$. A transfer between Fermi points is $\psi_R^\dagger\psi_L\propto e^{2i\phi}$. With spin,

$$\psi^\dagger_{R\uparrow}\psi_{L\uparrow}\psi^\dagger_{R\downarrow}\psi_{L\downarrow}\propto e^{2i(\phi_\uparrow+\phi_\downarrow)}=e^{i\sqrt8\,\phi_\rho},\qquad \phi_\rho=\frac{\phi_\uparrow+\phi_\downarrow}{\sqrt2}.$$

Only the charge field appears. Adding the conjugate gives $\cos\sqrt8\phi_\rho$.

**Q.** Without spin, $\psi_R^\dagger\psi_R^\dagger=0$ at one point. Is umklapp then absent?

**A.** It is weakened. The two particles must sit on different sites, which leaves $\cos4\phi$ with extra derivatives at the fermion level. For free fermions, Wick's theorem gives the correlator of the right-moving pair, up to constants, as

$$\frac1{r^2}-\frac1{(r+1)(r-1)}=-\frac1{r^2(r^2-1)}\sim r^{-4}.$$

The left movers give the same factor, so the umklapp correlator decays as $r^{-8}$. With spin there is no exchange term, and four factors $1/r$ give $r^{-4}$.

**Q.** That is for free fermions. How do interactions change the decay?

**A.** Through the stiffness of $\phi$. At low energy the charge field (or the single field of the spinless chain) has a Gaussian action. With weight $e^{-S}$, $\mathbf r=(x,v\tau)$ and short-distance cutoff $a$, I write

$$S=\frac1{2\pi K}\int d^2r\,(\nabla\phi)^2+\frac{\lambda}{a^2}\int d^2r\,\cos\beta\phi .$$

Here $K$ means $K_\rho$ in the spinful chain, whose spin sector separates at this level. The Gaussian part gives $\langle|\phi_q|^2\rangle=\pi K/q^2$, hence

$$\langle[\phi(r)-\phi(0)]^2\rangle=2\int\!\frac{d^2q}{(2\pi)^2}\frac{\pi K(1-\cos \mathbf q\cdot\mathbf r)}{q^2}=K\int^{1/a}\!\frac{dq}{q}[1-J_0(qr)]=K\ln\frac ra+\text{const}.$$

For a Gaussian variable $\langle e^{iA}\rangle=e^{-\langle A^2\rangle/2}$. I absorb the constant into normalised operators $V_\pm\propto e^{\pm i\beta\phi}$ and set $\cos\beta\phi=(V_++V_-)/2$. Then

$$\langle V_+(r)V_-(0)\rangle=\left(\frac ar\right)^{2\Delta},\qquad \Delta=\frac{\beta^2K}{4}.$$

So $\Delta=2K_\rho$ with spin and $\Delta=4K$ without. The free decays $r^{-4}$ and $r^{-8}$ both require $K=1$, as they should. Repulsion makes the density stiffer, lowers $K$ and slows the decay.

**Q.** How does that become a criterion?

**A.** Raise the cutoff to $a'=a(1+dl)$. The normalisation implies $V^{(a')}=(a'/a)^\Delta V^{(a)}$. Keeping $\lambda V/a^2$ fixed gives $\lambda'=\lambda(a'/a)^{2-\Delta}$, or

$$\frac{d\lambda}{dl}=(2-\Delta)\lambda .$$

An infinitesimal umklapp term grows if $\Delta<2$, that is $K_\rho<1$ with spin and $K<1/2$ without. At second order $\Delta$ itself moves, which is decisive near $\Delta=2$.

**Q.** Why should a cosine change the gradient term?

**A.** Two cosines close together act as a gradient. Put $V_+$ and $V_-$ at $\mathbf R\pm\mathbf r/2$. Taking out their mutual contraction leaves a normal-ordered exponential, in which no further contractions occur:

$$V_+V_-=\left(\frac ar\right)^{2\Delta}:\!e^{i\beta[\phi(\mathbf R+\mathbf r/2)-\phi(\mathbf R-\mathbf r/2)]}\!:\;\simeq\left(\frac ar\right)^{2\Delta}\left[1+i\beta\,\mathbf r\cdot\nabla\phi-\frac{\beta^2}{2}:\!(\mathbf r\cdot\nabla\phi)^2\!:\right].$$

In the product of two cosines, $V_+V_-$ and $V_-V_+$ each carry weight $1/4$. Their linear terms cancel. Averaging over directions replaces $(\mathbf r\cdot\nabla\phi)^2$ by $r^2(\nabla\phi)^2/2$, so

$$\cos\beta\phi\,\cos\beta\phi\to\frac12\left(\frac ar\right)^{2\Delta}\left[1-\frac{\beta^2r^2}{4}:\!(\nabla\phi)^2\!:\right].$$

The products $V_+V_+$ and $V_-V_-$ give $\cos2\beta\phi$, of dimension $4\Delta\approx8$, which is irrelevant. Nothing reproduces $\cos\beta\phi$, so $d\lambda/dl$ has no $\lambda^2$ term.

**Q.** Now trace the sign and the factors.

**A.** The second-order term of $e^{-S}$ is $+\tfrac12S_1^2$, where $S_1$ is the cosine term, with pairs kept at distances above $a$. Raising the cutoff removes pairs in a shell of area $2\pi a^2dl$. Their gradient contribution was

$$\frac12\,\frac{\lambda^2}{a^4}\,(2\pi a^2dl)\,\frac12\left(-\frac{\beta^2a^2}{4}\right)\int d^2R\,(\nabla\phi)^2=-\frac{\pi\beta^2\lambda^2}{8}\,dl\int d^2R\,(\nabla\phi)^2 .$$

To preserve the partition function this must reappear as $-\delta S$. Therefore $\delta(1/2\pi K)=\pi\beta^2\lambda^2dl/8$, and

$$\frac{d}{dl}\frac1K=\frac{\pi^2\beta^2\lambda^2}{4},\qquad \frac{d\Delta}{dl}=-\frac{\beta^2K^2}{4}\,\frac{\pi^2\beta^2\lambda^2}{4}=-\pi^2\Delta^2\lambda^2 .$$

The cosine stiffens the field whatever the sign of $\lambda$. With $x=\Delta-2$ and $y=2\pi\lambda$, the leading terms near $x=y=0$ are

$$\frac{dx}{dl}=-y^2,\qquad \frac{dy}{dl}=-xy .$$

This is the Kosterlitz–Thouless flow. Terms cubic in $x$ and $y$ have been dropped. The cutoff is isotropic in $(x,v\tau)$, so $v$ does not flow at this order.

**Q.** A hard shell looks arbitrary. Can the stiffness be found without one?

**A.** The shell argument can be avoided, though the short-distance cutoff $r>a$ remains. Tilt the field, $\phi\to\phi+\mathbf k\cdot\mathbf r$, and compute the free-energy density to order $\lambda^2$. With $a=1$,

$$f(k)=\frac{k^2}{2\pi K}-\frac{\lambda^2}{4}\int_{r>1}d^2r\,\frac{\cos(\beta\mathbf k\cdot\mathbf r)}{r^{2\Delta}} .$$

The angular average of the cosine is $J_0(\beta kr)\simeq1-\beta^2k^2r^2/4$. For $\Delta>2$ the coefficient of $k^2/2\pi$ shifts by

$$\delta\frac1K=2\pi\,\frac{\lambda^2}{4}\,2\pi\,\frac{\beta^2}{4}\int_1^\infty r^{3-2\Delta}dr=\frac{\pi^2\beta^2}{4}\int_0^\infty dl\,\lambda^2e^{2(2-\Delta)l},\qquad r=e^l .$$

This is the flow equation summed over scales. As $\Delta\to2$ the integral, $1/(2\Delta-4)$, comes from large $r$; a different cutoff shape would add only a finite constant, so the flow coefficient near $\Delta=2$ does not depend on it. Away from $\Delta=2$ the value does depend on the cutoff, and the comparison below uses the same one on both sides. For $\Delta=3$, $\beta=4$ and $\lambda=0.001$, the formula gives $2\pi^2\times10^{-6}=1.9739\times10^{-5}$. The tilt integral at the finite tilt $\beta k=0.01$ gives $1.9738\times10^{-5}$, and the integrated flow, in which $\Delta$ also moves, gives $1.9740\times10^{-5}$.

**Q.** Where do the trajectories go?

**A.** They are hyperbolas, because

$$\frac{d}{dl}(x^2-y^2)=-2xy^2+2xy^2=0 .$$

The shift $\phi\to\phi+\pi/\beta$ reverses $y$, so take $y_0>0$ for the bare value. If $x_0\ge y_0$, $y$ dies out and $x$ tends to $\sqrt{x_0^2-y_0^2}$: the chain stays gapless. Otherwise $y$ reaches 1 at a finite scale $l_*$, which defines $\xi=a\,e^{l_*}$. There are three cases.

On the line $x_0=-y_0$, $dy/dl=y^2$. Hence $1/y=1/y_0-l$ and $l_*=1/y_0-1$.

For $|x_0|<y_0$, put $\mu^2=y_0^2-x_0^2$. Then $dx/dl=-(x^2+\mu^2)$ gives $\arctan(x/\mu)=\arctan(x_0/\mu)-\mu l$. At $y=1$ one has $x=-\sqrt{1-\mu^2}$, so

$$l_*=\frac1\mu\left[\arctan\frac{x_0}{\mu}+\arctan\frac{\sqrt{1-\mu^2}}{\mu}\right].$$

For $x_0<-y_0$, put $\kappa^2=x_0^2-y_0^2$. The solution is $x=-\kappa\coth\kappa(l_d-l)$, $y=\kappa/\sinh\kappa(l_d-l)$, since the derivative of this $x$ is $-\kappa^2/\sinh^2\kappa(l_d-l)=-y^2$. The initial ratio fixes $\tanh\kappa l_d=\kappa/|x_0|$, and $y=1$ gives

$$l_*=\frac1\kappa\left[\operatorname{artanh}\frac{\kappa}{|x_0|}-\operatorname{arsinh}\kappa\right].$$

**Q.** Then $K<1/2$ is not the precise boundary for a spinless chain with finite umklapp.

**A.** Correct. The condition concerns the bare $K$ and is sharp for infinitesimal, nonzero umklapp. At finite $y_0$ the strip $0\le x_0<y_0$ also flows to strong coupling. Take $y_0=0.1$ and $x_0=4K-2$.

- $K=0.45$ gives $x_0=-0.2$ and $\kappa^2=0.04-0.01=0.03$. Then $l_*=[\operatorname{artanh}(\sqrt{0.03}/0.2)-\operatorname{arsinh}\sqrt{0.03}]/\sqrt{0.03}=6.61$, so $\xi/a\approx7\times10^2$.
- $K=0.505$ gives $x_0=0.02$ and $\mu^2=0.01-0.0004=0.0096$. Then $l_*=[\arctan(0.02/\sqrt{0.0096})+\arctan(\sqrt{0.9904/0.0096})]/\sqrt{0.0096}=17.1$, so $\xi/a\approx3\times10^7$. The coupling grows although $K>1/2$.
- $K=0.55$ gives $x_0=0.2>y_0$. The chain stays gapless, with final $K=(2+\sqrt{0.03})/4=0.543$.

These lengths are one-loop estimates, and the exponential magnifies any correction to $l_*$. Keeping just one of the dropped terms, $dx/dl=-(\Delta^2/4)y^2$, changes them to $1.3\times10^3$ and $6\times10^7$, and the final $K$ to 0.542.

**Q.** A growing coupling shows that perturbation theory fails. Why does it mean a gap?

**A.** The flow alone does not prove one. Physically, a strong cosine locks $\phi$ in a minimum; density fluctuations then cost finite energy. A variational argument shows when locking pays. Shift $\phi$ so that the cosine has coefficient $-|\lambda|$, set $a=1$, and use the trial action

$$S_m=\frac1{2\pi K}\int d^2r\,[(\nabla\phi)^2+m^2\phi^2].$$

The free energy is bounded above by $f_m+\langle S-S_m\rangle_m$ per unit area. Relative to $m=0$, and with $s=q^2/m^2$, the Gaussian part costs

$$\frac{m^2}{8\pi}\int_0^\infty ds\left[\ln\left(1+\frac1s\right)-\frac1{1+s}\right]=\frac{m^2}{8\pi}\left[s\ln\left(1+\frac1s\right)\right]_0^\infty=\frac{m^2}{8\pi}.$$

The logarithm comes from $f_m$, the second term from removing $m^2\phi^2$. Extending the integral to infinity assumes $m\ll1$.

For the cosine, the massive propagator is $G(r)=\tfrac K2K_0(mr)\simeq-\tfrac K2\ln(e^\gamma mr/2)$ at small $r$, with $K_0$ a Bessel function and $\gamma$ Euler's constant. Since $\langle V_+V_-\rangle=\langle V\rangle^2e^{\beta^2G(r)}$ must approach $r^{-2\Delta}$, we need $\langle V\rangle=(e^\gamma m/2)^\Delta$. Thus

$$f(m)-f(0)=\frac{m^2}{8\pi}-|\lambda|\left(\frac{e^\gamma m}{2}\right)^\Delta .$$

For $\Delta<2$ the negative term wins at small $m$, however small $|\lambda|$ is. Setting the derivative to zero gives

$$m^{2-\Delta}=4\pi\Delta|\lambda|\left(\frac{e^\gamma}{2}\right)^\Delta,\qquad f(m)-f(0)=\frac{m^2}{8\pi}\left(1-\frac2\Delta\right)<0 .$$

For $\Delta>2$ and small $|\lambda|$, no mass below the cutoff lowers $f$. At $\Delta=1.5$ and $|\lambda|=0.01$ the minimum is at $m=0.025$, with $f$ lowered by $8.4\times10^{-6}$. This $m$ is a trial parameter, not the gap: at $\Delta=1$ and the same $|\lambda|$ the formula gives 0.112, against the exact fermion mass 0.0314 found below.

**Q.** That compares Gaussian trial states. Is there a point where the gap is exact?

**A.** Yes, $\Delta=1$, meaning $K_\rho=1/2$ with spin or $K=1/4$ without. Let $z_i$ and $w_j$ be the complex positions of $n$ operators $V_+$ and $n$ operators $V_-$. The Gaussian correlator at $\Delta=1$ is

$$\frac{\prod_{i<j}|z_i-z_j|^2|w_i-w_j|^2}{\prod_{i,j}|z_i-w_j|^2}=\left|\det\frac1{z_i-w_j}\right|^2,$$

by Cauchy's determinant identity. The right side is Wick's theorem for free right and left movers $\chi_R,\chi_L$ with propagators of modulus $1/(2\pi r)$. Term by term in $\lambda$, $V_+$ can therefore be replaced by $2\pi\chi_R^\dagger\chi_L$, up to phases absorbed in the fields. The cosine becomes

$$\lambda\cos\beta\phi=\frac\lambda2(V_++V_-)\to\pi\lambda\,(\chi_R^\dagger\chi_L+\text{h.c.}),$$

a mass $m=\pi|\lambda|$ for free fermions. Their energies are $\pm\sqrt{k^2+m^2}$ in units $v=a=1$, so the gap is explicit. For $|\lambda|=0.01$, $m=0.0314$. Each fermion is a kink that moves $\phi$ by $2\pi/\beta$ between neighbouring minima. Without spin this is $\pi/2$, half the shift made by an added particle, so a particle costs two kinks and $E(N+1)+E(N-1)-2E(N)=4m$. With spin an added electron moves $\phi_\rho$ by $\pi/\sqrt2=2\pi/\sqrt8$, one kink, and the same difference is $2m$.

Between this point and $\Delta=2$, the gap rests on the growing coupling and the variational argument; its scale is estimated, as an order of magnitude only, by $v/\xi$. For the example $K=0.505$, $y_0=0.1$, where $\Delta>2$, no trial mass lowers $f$, and only the growing coupling points to a gap.

**Q.** Does a lattice chain behave this way?

**A.** Small rings can be diagonalised. Consider spinless fermions with hopping $t$ and neighbour repulsion $V$. In the Gaussian theory the Hamiltonian density is $[vK(\partial_x\theta)^2+(v/K)(\partial_x\phi)^2]/2\pi$, with $\theta$ the phase conjugate to density. Adding a particle to a ring of length $L$ changes $\partial_x\phi$ by $-\pi/L$; a flux $\Phi$ changes $\partial_x\theta$ by $\Phi/L$. I take a closed shell at every $N$, with periodic boundary conditions for odd $N$ and antiperiodic for even $N$, so that the added particle leaves $\partial_x\theta$ unchanged. With a fixed boundary condition it would enter at one Fermi point, shift $\partial_x\theta$ by $\pm\pi/L$ and add $\pi vK/L$ to the first difference below. Hence, with $E$ the ground-state energy,

$$E(N+1)+E(N-1)-2E(N)=\frac{\pi v}{KL},\qquad E(\Phi)-E(0)=\frac{vK\Phi^2}{2\pi L}.$$

Their ratio defines a size-dependent $K_L$; the first difference is the charge gap.

For $V=t$, $K_L$ is 0.761, 0.755 and 0.753 at $L=8,12,16$. Extrapolated linearly in $1/L$ from $L=12$ and 16, the gap goes to $0.0002t$ (from $L=8$ and 12, to $-0.001t$), consistent with zero. For $V=6t$, $K_L$ falls from 0.194 through 0.115 to 0.068, and the gap decreases from $7.24t$ to $5.77t$. The same extrapolation gives $4.4t$, a rough value since a gapped ring need not follow $1/L$. The rings show both behaviours; they do not locate the transition.

**Q.** With spin, free fermions already sit at $K_\rho=1$. Does any repulsion open a charge gap?

**A.** In the Hubbard chain, this flow says yes. Its interaction is $U\sum_jn_{j\uparrow}n_{j\downarrow}$ and $v=2t$ at half filling. The smooth densities contribute

$$\frac U{\pi^2}\,\partial_x\phi_\uparrow\partial_x\phi_\downarrow=\frac U{2\pi^2}\left[(\partial_x\phi_\rho)^2-(\partial_x\phi_\sigma)^2\right],\qquad\phi_\sigma=\frac{\phi_\uparrow-\phi_\downarrow}{\sqrt2}.$$

To first order, the charge coefficient $v/K_\rho$ becomes $v+U/\pi$, while $vK_\rho$ keeps its free value. The ratio gives

$$K_\rho=\left(1+\frac U{\pi v}\right)^{-1/2},\qquad x=2K_\rho-2\simeq-\frac U{\pi v}.$$

For umklapp, each $\psi_R^\dagger\psi_L$ has amplitude $1/2\pi$ in normalised operators. The term is $U(2\pi)^{-2}\,2\cos\sqrt8\phi_\rho$. Dividing by $v$, because $dx\,d\tau=d^2r/v$, gives $\lambda=U/2\pi^2v$ and $y=U/\pi v$. Thus $x=-y$ for $U>0$, and $y$ grows.

**Q.** For $U<0$ this gives $x=|y|$, right on the boundary. Could a second-order correction open a gap?

**A.** A symmetry prevents that. The map $c_{j\downarrow}\to(-1)^jc^\dagger_{j\downarrow}$ leaves the hopping unchanged on an open chain or a ring of even length, and reverses $U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12)$. It exchanges spin and charge, so spin-rotation symmetry at $-U$ becomes a charge SU(2) symmetry at $U$. That symmetry ties $x$ to $y$ and keeps the chain on the separatrix, which for $U<0$ runs into $K_\rho=1$ with no charge gap.

The rings are consistent with this. Here one particle of each spin is added and the flux acts on both spins. Then $\partial_x\phi_\rho$ and $\partial_x\theta_\rho$ shift by $\sqrt2$ times the spinless amounts, both energy differences double, and their ratio defines $K_\rho$ as before. At $L=4,6,8$, $K_\rho$ is 0.60, 0.47, 0.37 for $U=4t$, and 1.22, 1.17, 1.15 for $U=-4t$.

**Q.** How small is the gap for weak repulsion?

**A.** Take $U=t$. Then $y=-x=1/2\pi=0.159$ and, to first order, $K_\rho=1-y/2=0.920$. The separatrix formula gives

$$l_*=\frac{2\pi t}{U}-1=5.28,\qquad\frac\xi a=e^{5.28}\approx197 .$$

The estimate $v/\xi=2t/197$ is about $0.01t$. More generally, the flow predicts a gap proportional to $e^{-2\pi t/U}$, up to a prefactor that it does not determine and that itself depends on $U$.

An outside comparison, not used in the derivation, is the Bethe-ansatz charge gap of the infinite chain,

$$\Delta_c=\frac{16t^2}{U}\int_1^\infty dz\,\frac{\sqrt{z^2-1}}{\sinh(2\pi tz/U)} .$$

It gives $0.0050t$ at $U=t$, half the crude estimate; at $U=0.25t$ the ratio has fallen to 0.24. Its exponent is the better comparison: $-d\ln(\Delta_c/t)/d(t/U)$ is 6.83 at $U=t$ and 6.41 at $U=0.25t$, approaching the flow's $2\pi=6.28$. The numerical check tests this approach, the flow coefficients and the ring results.

## Computed values

```
Gaussian log slope, K = 0.8: 0.80005
umklapp decay exponent, spinful, K = 1: 4.0000
umklapp decay exponent, spinless, K = 1: 8.0001
OPE gradient term, exact / predicted: 1.00012
shift of 1/K (D = 3, lam = 0.001), tilt: 1.97377e-05
shift of 1/K (D = 3, lam = 0.001), flow: 1.97396e-05
spinless example: bare y = 0.1
 K = 0.45: x = -0.200, l* = 6.608, xi/a = 7.413e+02
 K = 0.505: x = 0.020, l* = 17.085, xi/a = 2.631e+07
 K = 0.55: x = 0.200, gapless, final K = 0.5433
variational m a (D = 1.5, lam = 0.01): 0.02509
variational free energy gain, units 1/a^2: -8.351e-06
D = 1, lam = 0.01: fermion mass m a = 0.03142
 energy step per decade, fermion / boson: 0.999999
t-V ring V/t = 1, L = 8: K_L = 0.7614, gap/t = 1.3601
t-V ring V/t = 1, L = 12: K_L = 0.7554, gap/t = 0.9063
t-V ring V/t = 1, L = 16: K_L = 0.7532, gap/t = 0.6798
t-V ring V/t = 6, L = 8: K_L = 0.1940, gap/t = 7.2413
t-V ring V/t = 6, L = 12: K_L = 0.1150, gap/t = 6.2355
t-V ring V/t = 6, L = 16: K_L = 0.0680, gap/t = 5.7704
gap/t extrapolated linearly in 1/L: V/t = 1: 0.0002, V/t = 6: 4.3751
Hubbard ring U/t = 4: K_rho at L = 4, 6, 8: 0.5956, 0.4679, 0.3680
Hubbard ring U/t = -4: K_rho at L = 4, 6, 8: 1.2165, 1.1727, 1.1507
dK_rho/d(U/t) at U = 0, ring L = 8: -0.07909
dK_rho/d(U/t) at U = 0, formula: -0.07959
Hubbard gap/t, U/t = 12: rings 8.513, exact 8.458
gap exponent slope, U/t = 1.0: exact 6.8350, flow 6.2832
gap exponent slope, U/t = 0.25: exact 6.4118, flow 6.2832
Hubbard example U/t = 1.0: y = -x = 0.15915
 first-order K_rho = 0.92042
 l* = 5.2832, xi/a = 197.0
 exact charge gap/t = 0.00503
```
